# Raman Backscattering Selection Rules for Diamond and Zincblende

## Problem

Diamond and zincblende have two atoms, A and B, in the primitive cell. At the zone centre their optical vibration is a rigid displacement of one sublattice against the other, described by $\mathbf u=\mathbf u_B-\mathbf u_A$. The axes $x,y,z$ are the cubic axes, and the four bonds from an A atom point along $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$.

Light with unit polarisation vector $\mathbf e$ falls normally on a face with unit normal $\mathbf n$. Light scattered straight back is detected with polarisation $\mathbf e'$. In the parallel setting $\mathbf e'=\mathbf e$; in the crossed setting $\mathbf e'$ is $\mathbf e$ turned by $90^\circ$ in the face. The scattering is first-order, non-resonant Stokes scattering.

1. Find the Raman tensors of the three displacements along $x$, $y$ and $z$, for both crystals. Use a bond model to see whether their common coefficient must be nonzero.
2. Write the scattered intensity for longitudinal (LO) and transverse (TO) phonons in terms of $\mathbf e$, $\mathbf e'$ and $\mathbf n$.
3. Find how the electric field of the LO phonon changes its frequency and its Raman strength.
4. Derive the LO and TO intensities against polarisation angle $\theta$ for the (001), (110) and (111) faces. Measure $\theta$ from $[100]$ on (001), from $[001]$ on (110), and from any in-plane axis on (111).
5. What remains of the LO–TO distinction in diamond? What happens on a face cut slightly off (001)?
6. A model zincblende crystal has reduced mass $\mu=60000\,m_e$, cell volume $V=300\,a_0^3$, effective charge $Z=2$, high-frequency dielectric constant $\varepsilon_\infty=10$ and TO frequency $\omega_T=0.0012\,E_h$. Its susceptibility changes by $a=0.5\,a_0^{-1}$ per unit displacement and by $b=-20$ atomic units per unit field, in the sense defined in part 3. At 300 K, find the peak positions and the intensities on the three faces. How can $|d_L/d_T|$, the ratio of the LO and TO Raman coefficients, be recovered from one spectrum?

Hartree atomic units are used, with $\mathbf D=\mathbf E+4\pi\mathbf P$.

## Solution

### 1. The three tensors

To first order in the displacement, the electronic susceptibility changes by

$$\delta\chi_{ij}=\sum_k P_{ijk}u_k .$$

Away from resonance and without a magnetic field, $P_{ijk}=P_{jik}$.

Take zincblende first. Its point group is $T_d$, whose operations about an atom keep each sublattice in place, so $\mathbf u$ transforms as an ordinary vector. A twofold rotation about $z$ reverses $x$ and $y$. A component $P_{ijk}$ can then survive only if $x$ and $y$ together occur an even number of times among its indices. The rotations about $x$ and $y$ give the same condition for the other pairs. The numbers of $x$, $y$ and $z$ indices must therefore all have the same parity. They add up to three, so each is one.

The threefold rotation $x\to y\to z\to x$ gives $P_{xyz}=P_{yzx}=P_{zxy}$. Symmetry in the first two indices makes all six components equal. The remaining operations of $T_d$ leave the product $xyz$ unchanged and impose nothing more. With $|\epsilon_{ijk}|=1$ for three different indices and zero otherwise,

$$\delta\chi_{ij}=d\sum_k|\epsilon_{ijk}|u_k .$$

Written out for unit displacements along the three axes,

$$R(x)=d\begin{pmatrix}0&0&0\\0&0&1\\0&1&0\end{pmatrix},\quad
R(y)=d\begin{pmatrix}0&0&1\\0&0&0\\1&0&0\end{pmatrix},\quad
R(z)=d\begin{pmatrix}0&1&0\\1&0&0\\0&0&0\end{pmatrix}.$$

Diamond has in addition an inversion centre at each bond midpoint. Inversion exchanges the sublattices and reverses displacements, so $\mathbf u_B'=-\mathbf u_A$ and $\mathbf u_A'=-\mathbf u_B$. Hence

$$\mathbf u'=\mathbf u_B'-\mathbf u_A'=-\mathbf u_A+\mathbf u_B=\mathbf u .$$

The displacement is even, and so is the second-rank tensor $\chi$. Inversion adds no restriction, and the tensors have the same form. The mode is called $T_{2g}$ in diamond, where g means even. Zincblende has no inversion centre, and there the label is $T_2$.

Symmetry permits $d$ but does not fix its size. In a simple bond model the cell polarisability is

$$\alpha_{ij}=\sum_{\text{bonds}}\left[f(r)\,b_ib_j+g(r)\,\delta_{ij}\right],$$

where $r$ is the bond length and $\mathbf b$ the unit bond vector. A displacement $\mathbf u$ gives $\delta r=\mathbf b\cdot\mathbf u$ and $\delta\mathbf b=[\mathbf u-\mathbf b(\mathbf b\cdot\mathbf u)]/r$. Therefore

$$\delta\alpha_{ij}=\sum_{\text{bonds}}\left[\left(f'-\frac{2f}{r}\right)b_ib_j(\mathbf b\cdot\mathbf u)+\frac fr(u_ib_j+b_iu_j)+g'(\mathbf b\cdot\mathbf u)\delta_{ij}\right].$$

The last two terms vanish because the four bond vectors add to zero. In the first, $b_xb_yb_z=1/(3\sqrt3)$ for every bond, while sums such as $\sum b_x^3$ and $\sum b_x^2b_y$ vanish. Hence

$$\frac{\partial\alpha_{ij}}{\partial u_k}=\frac{4}{3\sqrt3}\left(f'-\frac{2f}{r}\right)|\epsilon_{ijk}| .$$

As an illustration separate from the crystal of part 6, take $f\propto r^4$ with $f=10\,a_0^3$ at $r=4.5\,a_0$. Then $f'=4f/r$, and the coefficient is $\frac{4}{3\sqrt3}\cdot\frac{2\times10}{4.5}=3.42\,a_0^2$. For $f\propto r^2$ it would vanish: bond stretching and bond rotation would cancel. A nonzero $d$ is thus allowed by symmetry, not guaranteed by it.

### 2. Intensity for LO and TO phonons

The scattering amplitude of a phonon with unit displacement $\hat{\mathbf u}$ is

$$\sum_{ij}e'_i\,\delta\chi_{ij}\,e_j=d\,\mathbf v\cdot\hat{\mathbf u},\qquad
\mathbf v=\begin{pmatrix}e_ye'_z+e_ze'_y\\ e_ze'_x+e_xe'_z\\ e_xe'_y+e_ye'_x\end{pmatrix}.$$

In backscattering at normal incidence the phonon wavevector $\mathbf q$ lies along $\mathbf n$. The LO phonon has $\hat{\mathbf u}=\mathbf n$. The two TO phonons have orthogonal displacements in the face. They share one frequency and vibrate independently, so their intensities add. By Pythagoras' theorem this sum does not depend on how the two directions are chosen:

$$L=(\mathbf v\cdot\mathbf n)^2,\qquad T=|\mathbf v|^2-(\mathbf v\cdot\mathbf n)^2 .$$

The displacement also has a quantum and thermal size. For an oscillator in level $m$, creating one phonon has the squared matrix element $|\langle m+1|u|m\rangle|^2=(m+1)/(2\mu\omega)$. Its thermal mean is

$$F=\frac{n_B+1}{2\mu\omega},\qquad n_B=\frac{1}{e^{\omega/kT}-1}.$$

The observed intensities are $S_LL$ and $S_TT$, with $S_L=d_L^2F_L$ and $S_T=d_T^2F_T$, apart from a common factor. That factor contains the fourth power of the scattered light frequency, whose small difference between the two lines is neglected.

### 3. The field of the LO phonon

In zincblende the displacement carries a dipole $Z\mathbf u$ per cell, so that

$$\mathbf P=\frac{Z\mathbf u}{V}+\frac{\varepsilon_\infty-1}{4\pi}\mathbf E,\qquad
\mathbf D=\varepsilon_\infty\mathbf E+\frac{4\pi Z}{V}\mathbf u .$$

The phonon wavelength is long on the atomic scale. It is also much shorter than that of light at the phonon frequency, so retardation can be neglected. Then $\mathbf q\times\mathbf E=0$ makes $\mathbf E$ parallel to $\mathbf n$, and $\mathbf q\cdot\mathbf D=0$ fixes its size:

$$\mathbf E=-\frac{4\pi Z}{V\varepsilon_\infty}\,\mathbf n(\mathbf n\cdot\mathbf u).$$

A TO phonon has $\mathbf n\cdot\mathbf u=0$ and no field. Insert the LO field into $\mu\ddot{\mathbf u}=-\mu\omega_T^2\mathbf u+Z\mathbf E$. It adds to the restoring force, and

$$\omega_L^2=\omega_T^2+\frac{4\pi Z^2}{\mu V\varepsilon_\infty}.$$

The field also changes the susceptibility. In $T_d$ it transforms in the same way as $\mathbf u$, so its tensor has the same form:

$$\delta\chi_{ij}=\sum_k|\epsilon_{ijk}|(a\,u_k+b\,E_k).$$

This defines $a$ and $b$. Setting $\mathbf E=0$ for TO and using the field above for LO gives

$$d_T=a,\qquad d_L=a-\frac{4\pi Z}{V\varepsilon_\infty}\,b .$$

The LO–TO distinction therefore has three parts: direction of vibration, frequency and Raman strength.

### 4. The three faces

Write $c=\cos\theta$ and $s=\sin\theta$.

**(001).** Here $\mathbf e=(c,s,0)$, and the crossed direction is $(-s,c,0)$. Neither has a $z$ component, so only $v_z$ can be nonzero. It equals $2sc=\sin2\theta$ in the parallel setting and $c^2-s^2=\cos2\theta$ in the crossed one. Since $\mathbf n$ is along $z$,

$$L_\parallel=\sin^22\theta,\qquad L_\perp=\cos^22\theta,\qquad T_\parallel=T_\perp=0 .$$

Only LO appears. With parallel polarisations along a cubic axis it too disappears.

**(110).** The in-plane axes are $[001]$ and $[1\bar10]$, so

$$\mathbf e=\left(\tfrac{s}{\sqrt2},-\tfrac{s}{\sqrt2},c\right),\qquad
\mathbf e'_\perp=\left(\tfrac{c}{\sqrt2},-\tfrac{c}{\sqrt2},-s\right).$$

Any polarisation in this face has $e_x+e_y=0$. Consequently

$$\sqrt2\,\mathbf v\cdot\mathbf n=v_x+v_y=(e_x+e_y)e'_z+e_z(e'_x+e'_y)=0,$$

and LO is forbidden for every pair of polarisations. In the parallel setting $\mathbf v=(-\sqrt2\,sc,\sqrt2\,sc,-s^2)$, which gives

$$T_\parallel=4s^2c^2+s^4=s^2(4-3s^2).$$

In the crossed setting $v_x=(s^2-c^2)/\sqrt2$, $v_y=-v_x$ and $v_z=-sc$, so

$$T_\perp=\cos^22\theta+s^2c^2=\cos^22\theta+\tfrac14\sin^22\theta .$$

With $X=s^2$, the parallel pattern $4X-3X^2$ has its maximum at $X=2/3$, where it equals $4/3$. Then $\cos\theta=1/\sqrt3$, or $\theta=54.74^\circ$, and $\mathbf e=(1,-1,1)/\sqrt3$ lies along a bond.

Without an analyser the two settings add. Since $\cos^22\theta=1-4s^2c^2$,

$$T_\parallel+T_\perp=4s^2-3s^4+1-3s^2(1-s^2)=1+s^2 .$$

The signal still depends on angle, by a factor of two.

**(111).** Every in-plane vector has components that add to zero. For LO,

$$\mathbf v\cdot\mathbf n=\frac1{\sqrt3}\sum_{i\ne j}e_ie'_j
=\frac1{\sqrt3}\left[\Big(\sum_i e_i\Big)\Big(\sum_j e'_j\Big)-\mathbf e\cdot\mathbf e'\right]
=-\frac{\mathbf e\cdot\mathbf e'}{\sqrt3}.$$

Thus $L_\parallel=1/3$ and $L_\perp=0$.

For TO we need $|\mathbf v|^2$. Squaring $e_x+e_y+e_z=0$ and using $|\mathbf e|=1$ gives $e_xe_y+e_ye_z+e_ze_x=-\tfrac12$. Squaring this in turn gives

$$e_x^2e_y^2+e_y^2e_z^2+e_z^2e_x^2=\tfrac14,$$

because the cross terms are $2e_xe_ye_z(e_x+e_y+e_z)=0$. In the parallel setting $|\mathbf v|^2$ is four times this sum, which is 1, and $T_\parallel=1-\tfrac13=\tfrac23$.

In the crossed setting take $\mathbf e'=\mathbf n\times\mathbf e=(e_z-e_y,\,e_x-e_z,\,e_y-e_x)/\sqrt3$. Then

$$v_x=\frac{e_y(e_y-e_x)+e_z(e_x-e_z)}{\sqrt3}
=\frac{(e_y-e_z)(e_y+e_z-e_x)}{\sqrt3}=-\frac{2e_x(e_y-e_z)}{\sqrt3},$$

where the last step uses $e_y+e_z=-e_x$. The other components follow by cyclic exchange. In the sum of squares the terms containing $e_xe_ye_z$ cancel as before, leaving

$$|\mathbf v|^2=\tfrac43\cdot2\cdot\tfrac14=\tfrac23 .$$

Since $\mathbf v\cdot\mathbf n=0$ here, $T_\perp=\tfrac23$. Both patterns are independent of $\theta$; the analyser switches LO on and off.

### 5. Diamond, and a face cut off (001)

In diamond a dipole is odd under inversion while $\mathbf u$ is even, so $Z=0$. An electric field is odd as well and cannot change $\chi$ linearly, so $b=0$. The zone-centre frequencies coincide and $d_L=d_T$. The measured intensity is one line proportional to $L+T=|\mathbf v|^2$. On (111) it is 1 in the parallel and $2/3$ in the crossed setting. The (001) line is LO and the (110) line is TO by geometry, but they have the same frequency.

Now tilt the normal by an angle $\delta$ from $[001]$ towards $[100]$, so that $\mathbf n=(\sin\delta,0,\cos\delta)$. The in-plane axes are $\mathbf f=(\cos\delta,0,-\sin\delta)$ and $[010]$. For parallel polarisations at angle $\theta$ from $\mathbf f$, $\mathbf e=(c\cos\delta,\,s,\,-c\sin\delta)$ and

$$\mathbf v=(-2sc\sin\delta,\,-2c^2\sin\delta\cos\delta,\,2sc\cos\delta).$$

Its projections on $\mathbf n$, $\mathbf f$ and $[010]$ are $\sin2\theta\cos2\delta$, $-\sin2\theta\sin2\delta$ and $-c^2\sin2\delta$. Hence

$$L_\parallel=\cos^22\delta\,\sin^22\theta,\qquad
T_\parallel=\sin^22\delta\,(\sin^22\theta+\cos^4\theta).$$

For small $\delta$ the TO line grows as $4\delta^2(\sin^22\theta+\cos^4\theta)$. In this parallel setting it stays absent only at $\theta=90^\circ$, where the polarisation lies along the tilt axis $[010]$. In the crossed setting at that angle it is present, with $T_\perp=\sin^22\delta$. At $\delta=45^\circ$ the face is (101), equivalent to (110), and LO has vanished.

Light travelling obliquely inside the crystal can also produce a TO line on an exact (001) face, for two reasons: $\mathbf q$ can tilt away from $[001]$, and the polarisations can acquire a $z$ component, which makes $v_x$ or $v_y$ nonzero even when $\mathbf q$ stays along $[001]$. A shear strain in the $yz$ or $zx$ plane can do so too, both by changing the Raman tensors and by mixing some displacement along $z$ into the TO vibration. All these results assume non-resonant scattering, as in part 1.

### 6. The model crystal

The LO frequency is

$$\omega_L=\sqrt{0.0012^2+\frac{4\pi\,(2)^2}{60000\times300\times10}}=0.001311\,E_h .$$

The TO and LO lines lie at 263.4 and 287.8 cm$^{-1}$, a splitting of 24.4 cm$^{-1}$.

The LO field per unit displacement is $-4\pi(2)/(300\times10)=-8.378\times10^{-3}$ atomic units. Therefore

$$d_L=0.5+(-20)(-8.378\times10^{-3})=0.6676\,a_0^{-1},\qquad \frac{d_L}{d_T}=1.335 .$$

The two contributions have the same sign here, so the field strengthens LO scattering. With a small positive $b$ it would weaken it.

At 300 K, $kT=9.500\times10^{-4}\,E_h$, and the occupations are 0.3361 for LO and 0.3943 for TO. The thermal factors are

$$F_L=\frac{1.3361}{2(60000)(0.001311)}=8.49\times10^{-3}\,a_0^2,\qquad
F_T=\frac{1.3943}{2(60000)(0.0012)}=9.68\times10^{-3}\,a_0^2 .$$

Their ratio is 0.8770, and $S_L/S_T=(1.335)^2(0.8770)=1.563$. The higher frequency of LO removes part of the gain from its larger coefficient.

The nonzero intensities, in units of $S_T$, are:

| Face, setting, mode | $0^\circ$ | $45^\circ$ | $90^\circ$ |
|---|---:|---:|---:|
| (001), parallel, LO | 0 | 1.563 | 0 |
| (001), crossed, LO | 1.563 | 0 | 1.563 |
| (110), parallel, TO | 0 | 1.250 | 1.000 |
| (110), crossed, TO | 1.000 | 0.250 | 1.000 |
| (111), parallel, LO | 0.521 | 0.521 | 0.521 |
| (111), parallel, TO | 0.667 | 0.667 | 0.667 |
| (111), crossed, TO | 0.667 | 0.667 | 0.667 |

Of these three faces only (111) shows both lines in one spectrum, and of the two settings only the parallel one does. Without an analyser both lines also appear, with $T=4/3$, and the factor 2 below becomes 4. In the parallel setting the ratio of areas is

$$\frac{I_{LO}}{I_{TO}}=\frac{S_L/3}{2S_T/3}=\frac{S_L}{2S_T}=0.7816 .$$

Solving for the coefficients gives

$$\left|\frac{d_L}{d_T}\right|=\sqrt{2\,\frac{I_{LO}}{I_{TO}}\,\frac{F_T}{F_L}}
=\sqrt{\frac{2\times0.7816}{0.8770}}=1.335 .$$

The ratio $F_T/F_L$ follows from the two peak positions and the temperature, which must be known; the reduced mass cancels. Both lines come from the same spot under the same illumination, so no absolute calibration of intensity is needed, provided that the detector responds equally to both. Three limits remain. The neglected fourth power of the scattered frequency would lower the recovered value to 1.332 for 532 nm light and to 1.328 for 1064 nm light. The factor 2 holds for a narrow beam along the normal; averaging over the cone of an objective lowers the uncorrected result for this crystal by about 1% at numerical aperture 0.5 and by a few percent at 0.9. The field of part 3 is that of an insulating crystal, and free carriers would screen it. The sign of $d_L/d_T$ cannot be found this way, because the intensities contain its square.

Numerical values quoted here were computed with a short program.
